# Euler-Heisenberg coefficients from polarized pair-production cross sections

At a total energy $\sqrt s=1.2\times10^{6}$ eV, two head-on photons with parallel linear polarizations make an electron-positron pair with tree cross section $\sigma_\parallel=8.23\times10^{-10}$ Å$^2$, and with perpendicular polarizations $\sigma_\perp=2.06\times10^{-9}$ Å$^2$, a ratio of 0.40. At $4.0\times10^{6}$ eV the ratio is 0.98. Weighted with $1/s^2$ and integrated from threshold, the two curves give $8.49221\times10^{-22}$ and $1.48614\times10^{-21}$ Å$^2$/eV$^2$, whose ratio is $0.571429=4/7$. Both curves contain logarithms, so the rational number needs explaining, and so does the fact that 4 and 7 also describe an electron vacuum in constant fields, where no pair is made at any finite order in the field.

## 1. Conventions

Atomic units are used: $\hbar=m=e=1$, $c=1/\alpha$. Four-momenta carry energy units, the electron rest energy is $M=c^2$, the metric is $(+,-,-,-)$ and $s=(k_1+k_2)^2=2k_1\cdot k_2$. An inverse energy becomes a length on multiplication by $\hbar c=c$. The Gaussian field is divided by $\sqrt{4\pi}$, which makes it canonical, and from here on $e$ denotes the dimensionless coupling to this field, $e^2=4\pi\alpha$, not the unit charge. For this field

$$\mathcal F=F_{\mu\nu}F^{\mu\nu}=2(B^2-E^2),\qquad \mathcal G=\tfrac12\epsilon^{\mu\nu\rho\sigma}F_{\mu\nu}F_{\rho\sigma},\qquad \mathcal G^2=16(\mathbf E\cdot\mathbf B)^2 .$$

For photon energies far below $M$ the electron can be replaced by a local Lagrangian. Gauge invariance allows $F$ but not $A$, and parity forbids $\mathcal F\mathcal G$, so at fourth order in the field, without derivatives,

$$L=-\tfrac14\mathcal F+c_1\mathcal F^2+c_2\mathcal G^2 .$$

The $c_i$ are volumes per energy. In pure energy units they are $\bar c_i=c_i/c^3$, and a cross section is $\bar\sigma=\sigma/c^2$.

## 2. The forward amplitude of the contact terms

Take $k_1=\omega_1(1,\hat{\mathbf z})$, $k_2=\omega_2(1,-\hat{\mathbf z})$ and real transverse polarizations $\varepsilon_j=(0,\mathbf e_j)$. In forward scattering the outgoing photons count as incoming waves with $k_3=-k_1$, $\varepsilon_3=\varepsilon_1$, $k_4=-k_2$, $\varepsilon_4=\varepsilon_2$. Wave $j$ has amplitude $a_j$ and $F_j^{\mu\nu}=-i(k_j^\mu\varepsilon_j^\nu-\varepsilon_j^\mu k_j^\nu)$, and the invariant amplitude $f$ is the coefficient of $a_1a_2a_3a_4$ in $L$. With $\mathcal F_{jl}$ the coefficient of $a_ja_l$ in $\mathcal F$, that coefficient in $\mathcal F^2$ is $2(\mathcal F_{12}\mathcal F_{34}+\mathcal F_{14}\mathcal F_{23}+\mathcal F_{13}\mathcal F_{24})$, and likewise for $\mathcal G$.

Every $k_j\cdot\varepsilon_l$ vanishes, so $\mathcal F_{jl}=2F_j\cdot F_l=-4(k_j\cdot k_l)(\varepsilon_j\cdot\varepsilon_l)$. Hence $\mathcal F_{12}=\mathcal F_{34}=2s\,\mathbf e_1\cdot\mathbf e_2$, $\mathcal F_{14}=\mathcal F_{23}=-2s\,\mathbf e_1\cdot\mathbf e_2$, and $\mathcal F_{13}=0$ because $k_1^2=0$. For the dual, $\mathcal G_{jl}=-4\epsilon_{\mu\nu\rho\sigma}k_j^\mu\varepsilon_j^\nu k_l^\rho\varepsilon_l^\sigma$ up to an overall sign convention. The determinant factors into $|k_1^0k_2^3-k_1^3k_2^0|=2\omega_1\omega_2=s/2$ times $|\mathbf e_1\times\mathbf e_2|$, so $|\mathcal G_{12}|=2s|\mathbf e_1\times\mathbf e_2|$, with $\mathcal G_{34}=\mathcal G_{12}$, $\mathcal G_{14}=\mathcal G_{23}=-\mathcal G_{12}$ and $\mathcal G_{13}=0$. Each bracket gives $2(4s^2+4s^2)$:

$$f_\parallel=16\bar c_1s^2,\qquad f_\perp=16\bar c_2s^2 .$$

Each polarization setting isolates one coefficient.

## 3. The simple case: one heavy scalar

Let photons couple to a scalar of mass $\mu$ through $\lambda\phi\mathcal F$. At low energy $L\supset\lambda\phi\mathcal F-\frac12\mu^2\phi^2$ is stationary at $\phi=\lambda\mathcal F/\mu^2$, which gives $\bar c_1=\lambda^2/2\mu^2$ and $\bar c_2=0$. At any energy the tree amplitude has the pairings of section 2 joined by propagators. The pairing $(12)(34)$ carries momentum squared $s$, the pairing $(14)(23)$ carries $(k_1-k_2)^2=-s$, and $(13)(24)$ vanishes:

$$f_\parallel=4\lambda^2s^2\left[\frac1{\mu^2-s-i0}+\frac1{\mu^2+s}\right].$$

Limit $s\ll\mu^2$: $f_\parallel\to8\lambda^2s^2/\mu^2=16\bar c_1s^2$, as section 2 requires. The amplitude is even in $s$, and half of the low-energy value comes from the crossed pole at $s=-\mu^2$, where nothing is produced. The imaginary part for $s>0$ is $4\pi\lambda^2\mu^4\delta(s-\mu^2)$, so that $\frac1{8\pi}\int ds\,\mathrm{Im}f/s^3=\lambda^2/2\mu^2=\bar c_1$. The low-energy constant is an integral over the absorptive part.

## 4. The sum rule for a continuum

With relativistic normalization of states, a cross section is $\sum\int|\mathcal M|^2d\Phi$ divided by the flux factor $4k_1\cdot k_2=2s$. Unitarity, $S^\dagger S=1$ with $S=1+iT$, gives $2\,\mathrm{Im}f=\sum\int|\mathcal M|^2d\Phi$ for the forward element. Therefore $\mathrm{Im}f=s\bar\sigma$. At order $\alpha^2$ the intermediate state is one pair and $\mathcal M$ is the tree amplitude.

Four properties of $f$ at order $\alpha^2$ are needed. (a) It is even: exchanging the labels 2 and 4 leaves real polarizations unchanged and sends $k_2\to-k_2$, that is $s\to-s$. (b) $f(0)=0$, since the low-energy Lagrangian is built from $F$ and starts at $s^2$. (c) It is analytic apart from cuts at real $|s|\ge4M^2$, and real between them, the lightest intermediate state at this order being a pair. (d) $f/s^2\to0$ at large $|s|$ in every direction. Section 6 shows that $\mathrm{Im}f$ grows as $\ln s$ on the cut. That does not by itself exclude a real term $as^2$, so (d) is taken here as an assumption; sections 8 and 9 compute the amplitude without it.

By (a) and (b), $h=f/s^2$ is even and regular at the origin. Cauchy's theorem on a large circle indented around the cuts loses the circle by (d). The right cut gives $\frac1\pi\int ds'\,\mathrm{Im}h(s')/(s'-s)$. On the left cut put $s'=-x$. Evenness gives $h(-x+i0)-h(-x-i0)=-2i\,\mathrm{Im}h(x+i0)$, and $1/(s'-s)=-1/(x+s)$, so the two signs cancel and the cut gives $\frac1\pi\int dx\,\mathrm{Im}h(x)/(x+s)$. Adding, with $\frac1{s'-s}+\frac1{s'+s}=\frac{2s'}{s'^2-s^2}$ and $\mathrm{Im}h=\bar\sigma/s'$,

$$f(s)=\frac{2s^2}{\pi}\int_{4M^2}^\infty\frac{\bar\sigma(s')\,ds'}{s'^2-s^2}.$$

The $s^2$ term must equal $16\bar c_is^2$. Restoring $c_i=c^3\bar c_i$ and $\bar\sigma=\sigma/c^2$,

$$c_1=\frac{c}{8\pi}\int\frac{\sigma_\parallel\,ds}{s^2},\qquad c_2=\frac{c}{8\pi}\int\frac{\sigma_\perp\,ds}{s^2}.$$

Limit: a delta-function $\bar\sigma=4\pi\lambda^2\mu^2\delta(s-\mu^2)$ returns the result of section 3.

## 5. The tree amplitude

For an electron $p$ and positron $q=k_1+k_2-p$, with $\hat a\equiv\gamma\cdot a$ and $\kappa_j=p\cdot k_j$, the amplitude up to a phase is $\mathcal M=e^2\bar u(p)\Gamma v(q)$,

$$\Gamma=\hat\varepsilon_1\frac{\hat p-\hat k_1+M}{-2\kappa_1}\hat\varepsilon_2+\hat\varepsilon_2\frac{\hat p-\hat k_2+M}{-2\kappa_2}\hat\varepsilon_1 ,$$

since $(p-k_j)^2-M^2=-2\kappa_j$. Replacing $\varepsilon_1$ by $k_1$ gives zero. In the first term $\bar u\hat k_1=-\bar u(\hat p-\hat k_1-M)$ cancels the propagator and leaves $-\bar u\hat\varepsilon_2v$. In the second, $p-k_2=k_1-q$ and $\hat k_1v=(\hat k_1-\hat q-M)v$ leave $+\bar u\hat\varepsilon_2v$. The same holds for $\varepsilon_2$. The polarizations may therefore be shifted to

$$a=\varepsilon_1-k_1\frac{p\cdot\varepsilon_1}{\kappa_1},\qquad b=\varepsilon_2-k_2\frac{p\cdot\varepsilon_2}{\kappa_2},$$

with $a^2=b^2=-1$, $a\cdot p=b\cdot p=0$, $a\cdot k_1=b\cdot k_2=0$. Now $\bar u\hat a(\hat p+M)=\bar u(M-\hat p)\hat a=0$, so $\Gamma\to\frac12N$ with $\nu_j=k_j/\kappa_j$, $p\cdot\nu_j=1$, and

$$N=\hat a\hat\nu_1\hat b+\hat b\hat\nu_2\hat a,\qquad \bar N=\hat b\hat\nu_1\hat a+\hat a\hat\nu_2\hat b .$$

The spin sum is $\frac{e^4}4\mathrm{tr}[(\hat p+M)N(\hat q-M)\bar N]$. Traces of odd products vanish, and inserting $q$ gives

$$\mathrm{tr}[\dots]=T_1+T_2-\mathrm{tr}[(\hat pN\hat p+M^2N)\bar N],\qquad T_j=\mathrm{tr}[\hat pN\hat k_j\bar N].$$

For the last trace move $\hat p$ through each term: $\hat p\hat a\hat\nu_1\hat b=-\hat a(2-\hat\nu_1\hat p)\hat b=-2\hat a\hat b-\hat a\hat\nu_1\hat b\hat p$. Adding the second term, $\hat pN+N\hat p=-2(\hat a\hat b+\hat b\hat a)=-4a\cdot b$, and the same for $\bar N$. Multiplying by $\hat p$ on the right, $\hat pN\hat p+M^2N=-4(a\cdot b)\hat p$. Taking the trace of the identity for $\bar N$, $\mathrm{tr}[\hat p\bar N]=-8a\cdot b$. The last trace is $32(a\cdot b)^2$.

$T_1$ has four terms. The tools are $\hat x\hat y\hat x=2(x\cdot y)\hat x-x^2\hat y$ and $\hat\nu_1\hat k_1=0$.

First with first: $\hat b\hat k_1\hat b=2(b\cdot k_1)\hat b+\hat k_1$, then $\hat\nu_1(\dots)\hat\nu_1=4(b\cdot k_1)(b\cdot\nu_1)\hat\nu_1$, then $\hat a\hat\nu_1\hat a=\hat\nu_1$. The trace with $\hat p$ is $16(b\cdot k_1)^2/\kappa_1$.

First with second: $\hat\nu_1\hat b\hat k_1=2(b\cdot k_1)\hat\nu_1$, so $\hat a\hat\nu_1\hat b\hat k_1\hat a\hat\nu_2\hat b=2(b\cdot k_1)\hat\nu_1\hat\nu_2\hat b$. In $\mathrm{tr}[\hat p\hat\nu_1\hat\nu_2\hat b]$ the terms with $\nu_2\cdot b$ and $p\cdot b$ vanish, leaving $-4\nu_1\cdot b$. The term is $-8(b\cdot k_1)^2/\kappa_1$. Second with first is the reversed string and has the same trace. The two cancel the first term.

Second with second: $\hat a\hat k_1\hat a=\hat k_1$, $\hat\nu_2\hat k_1\hat\nu_2=2(k_1\cdot\nu_2)\hat\nu_2$, $\hat b\hat\nu_2\hat b=\hat\nu_2$, with trace $8k_1\cdot k_2/\kappa_2$.

So $T_1=8k_1\cdot k_2/\kappa_2$, and the symmetry $1\leftrightarrow2$, $a\leftrightarrow b$ of $N$ gives $T_2=8k_1\cdot k_2/\kappa_1$. The condition $q^2=M^2$ gives $k_1\cdot k_2=\kappa_1+\kappa_2$, and

$$\sum|\mathcal M|^2=e^4\left[\frac{2(\kappa_1+\kappa_2)^2}{\kappa_1\kappa_2}-8(a\cdot b)^2\right].$$

In the centre-of-mass frame $p=\omega(1,\beta\mathbf n)$, $u=\cos\theta$, $\kappa_{1,2}=\omega^2(1\mp\beta u)$, $D=1-\beta^2u^2$, so the first term is $8/D$. In $a\cdot b$ the cross terms contain $k_1\cdot\varepsilon_2=k_2\cdot\varepsilon_1=0$, and $p\cdot\varepsilon_j=-\beta\omega\,\mathbf n\cdot\mathbf e_j$, $k_1\cdot k_2=2\omega^2$:

$$\sum|\mathcal M|^2=8e^4\left\{\frac1D-\left[\mathbf e_1\cdot\mathbf e_2-\frac{2\beta^2(\mathbf n\cdot\mathbf e_1)(\mathbf n\cdot\mathbf e_2)}{D}\right]^2\right\}.$$

Limit $\beta\to0$: the braces become $1-(\mathbf e_1\cdot\mathbf e_2)^2=|\mathbf e_1\times\mathbf e_2|^2$. This is the polarization dependence of $\mathcal G_{12}^2$: a pair at rest couples to the photons as a pseudoscalar does and feeds $c_2$. For parallel photons the braces start at $\beta^2(u^2+4\sin^2\theta\cos^2\varphi)$, so the amplitude is linear in the pair momentum, a P wave.

## 6. The cross sections

Let $g=1-\beta^2=4M^2/s$ and $S=\beta^2\sin^2\theta=D-g$. For parallel photons the square bracket is $1-2S\cos^2\varphi/D$, and $\langle\cos^2\varphi\rangle=\frac12$, $\langle\cos^4\varphi\rangle=\frac38$ give the mean square $1-2S/D+\frac32S^2/D^2$. For perpendicular photons $\langle\cos^2\varphi\sin^2\varphi\rangle=\frac18$ gives $\frac12S^2/D^2$. With $S/D=1-g/D$ both take the form $\frac12-g/D+\kappa g^2/2D^2$, with $\kappa_\parallel=3$ and $\kappa_\perp=1$. The averaged braces are

$$A=\frac{1+g}D-\frac12-\frac{\kappa g^2}{2D^2}.$$

The two-body phase space is $d\Phi=|\mathbf p|\,d\Omega/(16\pi^2\sqrt s)=\beta\,d\Omega/32\pi^2$. Dividing by the flux $2s$, with $e^4=16\pi^2\alpha^2$, $\sigma=c^2\bar\sigma$ and $\alpha c=1$,

$$\sigma=\frac{c^2\beta}{64\pi^2s}\,8\cdot16\pi^2\alpha^2\cdot2\pi\int_{-1}^1A\,du=\frac{4\pi}{s}\Phi,\qquad \Phi=\beta\int_{-1}^1A\,du .$$

With $\Lambda=\ln\frac{1+\beta}{1-\beta}$, partial fractions give $\int du/D=\Lambda/\beta$. The identity $\frac{d}{du}\frac uD=\frac2{D^2}-\frac1D$, integrated between $\pm1$ where $D=g$, gives $\int du/D^2=1/g+\Lambda/2\beta$. Then

$$\Phi=\left(1+g-\frac{\kappa g^2}4\right)\Lambda-\beta\left(1+\frac{\kappa g}2\right).$$

Three limits. The unpolarized mean has $\kappa=2$, and $1+g-g^2/2=(3-\beta^4)/2$, $1+g=2-\beta^2$, which is the Breit-Wheeler formula. At threshold $\Lambda=2\beta+\frac23\beta^3$. For $\kappa=1$ the linear term is $\frac74\cdot2\beta-\frac32\beta=2\beta$. For $\kappa=3$ the prefactor of $\Lambda$ is $\frac54+\frac12\beta^2$, the linear terms $\frac52\beta-\frac52\beta$ cancel, and the cubic ones add to $(\frac56+1+\frac32)\beta^3=\frac{10}3\beta^3$. The same value follows from the small-$\beta$ braces of section 5, whose integral is $\beta^3\int(u^2+2\sin^2\theta)\,du=(\frac23+\frac83)\beta^3$. At high energy $\Lambda\to\ln(4/g)=\ln(s/M^2)$ and $\Phi\to\ln(s/M^2)-1$ for both settings, so $\mathrm{Im}f=4\pi\alpha^2\Phi$ grows logarithmically and the ratio of cross sections tends to 1. In between, $\Phi_\perp-\Phi_\parallel=g^2\Lambda/2+\beta g>0$ for $0<\beta<1$, which already implies $c_2>c_1$.

## 7. The moments

From $s=4M^2/g$, $ds=8M^2\beta\,d\beta/g^2$, and

$$\frac{\sigma\,ds}{s^2}=4\pi\Phi\,\frac{g^3}{64M^6}\,\frac{8M^2\beta\,d\beta}{g^2}=\frac{\pi\,g\beta\Phi}{2M^4}d\beta ,$$

so $c_i=cI_i/16M^4=I_i/16c^7$ with $I=\int_0^1g\beta\Phi\,d\beta$. The logarithm is removed by parts. Since $\beta g^n=-\frac{d}{d\beta}\frac{g^{n+1}}{2(n+1)}$, $d\Lambda/d\beta=2/g$, and $g^{n+1}\Lambda$ vanishes at both ends,

$$\int_0^1\beta g^n\Lambda\,d\beta=\frac{J_n}{n+1},\qquad J_n=\int_0^1g^nd\beta,$$

with $J_1=1-\frac13=\frac23$, $J_2=1-\frac23+\frac15=\frac8{15}$, $J_3=1-1+\frac35-\frac17=\frac{16}{35}$. This is why the moments are rational. The terms without a logarithm follow from $\beta^2g^n=g^n-g^{n+1}$:

$$I=\left[\frac{J_1}2+\frac{J_2}3-(J_1-J_2)\right]-\kappa\left[\frac{J_3}{16}+\frac{J_2-J_3}2\right].$$

The first bracket is $\frac13+\frac8{45}-\frac2{15}=\frac{17}{45}$ and the second is $\frac1{35}+\frac4{105}=\frac3{45}$. Thus $I=(17-3\kappa)/45$, $I_\parallel=8/45$, $I_\perp=14/45$, and

$$c_1=\frac1{90c^7},\qquad c_2=\frac7{360c^7},\qquad c_1:c_2=4:7 .$$

The ratio belongs to the basis $\mathcal F^2,\mathcal G^2$. In terms of the fields, $4c_1(E^2-B^2)^2+16c_2(\mathbf E\cdot\mathbf B)^2=\frac2{45c^7}[(E^2-B^2)^2+7(\mathbf E\cdot\mathbf B)^2]$, ratio 1 to 7.

## 8. The zero-frequency limit: constant fields

The same constants follow from the electron determinant in constant fields, with no cross section and without assumption (d). In Euclidean space, with Hermitian $\gamma_\mu$ and kinetic momenta $\pi_\mu$, the one-loop Lagrangian is $L_E=-V^{-1}\ln\det(i\hat\pi+M)$. Conjugation with $\gamma_5$ reverses the sign of $\hat\pi$, so the determinant is the square root of $\det(\hat\pi^2+M^2)$. With $\ln X=-\int_0^\infty dT\,e^{-TX}/T$ up to a constant, and $L=-L_E$,

$$L=-\frac1{2V}\int_0^\infty\frac{dT}Te^{-M^2T}\,\mathrm{Tr}\,e^{-T\hat\pi^2}.$$

Choose $[\pi_1,\pi_2]=ib_1$, $[\pi_3,\pi_4]=ib_2$ and all other commutators zero. Then $\hat\pi^2=(\pi_1^2+\pi_2^2+ib_1\gamma_1\gamma_2)+(\pi_3^2+\pi_4^2+ib_2\gamma_3\gamma_4)$. The matrices $i\gamma_1\gamma_2$ and $i\gamma_3\gamma_4$ commute and take the four sign pairs, and $\pi_1^2+\pi_2^2$ is an oscillator with levels $b_1(2n+1)$. Each plane contributes $\rho\sum_{n,\pm}e^{-bT(2n+1\pm1)}=\rho\coth bT$, with $\rho$ the degeneracy per area. As $T\to0$ the field drops out and the free value $2\int d^2p\,e^{-Tp^2}/(2\pi)^2=1/2\pi T$ must result, so $\rho=b/2\pi$. For parallel fields the plane transverse to them carries only the magnetic field, so $b_1=eB$. Matching the Euclidean invariant $2(b_1^2+b_2^2)/e^2$ to $2(B^2-E^2)$ then gives $b_2^2=-e^2E^2$. The sign of the root does not matter because $b_2T\coth b_2T$ is even, so take $b_2=ieE$, and $b_2T\coth b_2T=eET\cot eET$:

$$L=-\frac1{8\pi^2}\int_0^\infty\frac{dT}{T^3}e^{-M^2T}(x\coth x)(y\cot y),\qquad x=eBT,\quad y=eET .$$

The terms of order zero and two in the field diverge at small $T$ and are absorbed in the vacuum energy and the charge. With $x\coth x=1+x^2/3-x^4/45$ and $y\cot y=1-y^2/3-y^4/45$, the quartic part of the product is $-(x^4+y^4+5x^2y^2)/45$. Using $\int T e^{-M^2T}dT=M^{-4}$ and $B^4+E^4+5E^2B^2=(E^2-B^2)^2+7E^2B^2$,

$$L_4=\frac{2\alpha^2}{45M^4}\left[(E^2-B^2)^2+7E^2B^2\right].$$

So $\bar c_1=\alpha^2/90M^4$ and $\bar c_2=7\alpha^2/360M^4$, the Euler-Heisenberg values. Multiplying by $c^3$ with $\alpha^2/M^4=c^{-10}$ reproduces section 7. A term $as^2$ in $f$ missed by the dispersion integral would have shifted $\bar c_i$ by $a/16$, so $a=0$ in both channels at this order. The expansion needs $eE,eB\ll M^2$. For $E\ne0$ the factor $y\cot y$ has poles on the integration path at $y=n\pi$, $n\ge1$, so the full integral needs a prescription for passing them. They give $L$ an imaginary part, which describes pair creation. Its leading exponential is $e^{-\pi M^2/eE}$, all of whose derivatives vanish as $E\to0^+$, so it appears at no finite order in the field and leaves $L_4$ unchanged.

## 9. Finite energy below threshold

In the variable $\beta$ the dispersion integral is $f/\alpha^2=16s^2\int_0^1g\beta\Phi\,d\beta/(16M^4-s^2g^2)$, which reduces to $I s^2/M^4$ for small $s$. The same $f$ is the one-loop box. The fourth-order term of $\mathrm{Tr}\ln(1-eS\hat A)$, with $S=(\hat q+M)/(q^2-M^2)$, is $-\frac14e^4\mathrm{Tr}(S\hat A)^4$, and the 24 assignments of four waves give 6 orderings. The effective action is $-i\,\mathrm{Tr}\ln$, and after rotation $d^4l/(2\pi)^4=i\,d^4l_E/16\pi^4$, so the prefactor is $(-i)(-1)(i)\,e^4/16\pi^4=-\alpha^2/\pi^2$. If the loop energy is centred, no propagator is shifted by more than $\sqrt s/2<M$, and the rotation $l^0=il_4$ crosses no pole:

$$f=-\frac{\alpha^2}{\pi^2}\int d^4l_E\sum_{6}\mathrm{tr}[\hat\varepsilon S\hat\varepsilon S\hat\varepsilon S\hat\varepsilon S].$$

Single orderings can diverge logarithmically. The angular averages of $l^4\,\mathrm{tr}[\dots]$ at large $l$, for the three distinct perpendicular orderings, are $-2.6667$, $1.3333$, $1.3333$ and sum to zero. The summed integral at zero photon momentum is then convergent and, being dimensionless, independent of mass, so a Pauli-Villars subtraction amounts to subtracting it. This puts (b) in by hand but uses neither unitarity nor (d). The integral was done with explicit Dirac matrices on a product grid of 32 Gauss-Legendre radial points, 12 for the polar variable and 40 and 6 equally spaced points for the two azimuths; the dispersion integral by adaptive quadrature.

| $f/\alpha^2$ | contact | dispersion | loop |
|---|---|---|---|
| $\parallel$, $s=M^2$ | 0.177778 | 0.180549 | 0.180549 |
| $\parallel$, $s=3M^2$ | 1.600000 | 1.892941 | 1.892941 |
| $\perp$, $s=M^2$ | 0.311111 | 0.318289 | 0.318289 |
| $\perp$, $s=3M^2$ | 2.800000 | 3.642290 | 3.642290 |

The full amplitude lies above the contact value because $1/(s'^2-s^2)>1/s'^2$ and $\sigma>0$. Relative to the contact value the excess is 1.6% and 2.3% at $s=M^2$, and 18% and 30% at $s=3M^2$, where the ratio $f_\parallel/f_\perp$ has fallen to 0.52.

## 10. Numbers

The inputs are $1/\alpha=137.035999$, $2M=1021997.90$ eV and $\hbar c=1973.26980$ eV Å. In these units $\sigma=4\pi(\alpha\hbar c)^2\Phi/s$ with $\alpha\hbar c=14.400$ eV Å. At $\sqrt s=1.5\times10^6$ eV, $\beta=0.73197$, $g=0.4642$, $\Lambda=\ln(1.73197/0.26803)=1.8659$, and the prefactor is $1.1581\times10^{-9}$ Å$^2$. Then $\Phi_\parallel=1.3026\times1.8659-0.73197\times1.6963=1.1889$ and $\Phi_\perp=1.4103\times1.8659-0.73197\times1.2321=1.7297$, which give the second row. The fractions are $I$ integrated up to $\beta$ by adaptive quadrature, divided by the full $I$.

| $\sqrt s$ ($10^6$ eV) | $\sigma_\parallel$, $\sigma_\perp$ ($10^{-9}$ Å$^2$) | fractions | running ratio |
|---|---|---|---|
| 1.2 | 0.8226, 2.0644 | 0.1147, 0.2709 | 0.2421 |
| 1.5 | 1.3768, 2.0031 | 0.4544, 0.6247 | 0.4157 |
| 2.0 | 1.2570, 1.4606 | 0.7666, 0.8554 | 0.5121 |
| 4.0 | 0.53315, 0.54485 | 0.9776, 0.9870 | 0.5660 |

The running ratio is $\frac47$ times the ratio of fractions, for example $0.5714\times0.7666/0.8554=0.512$. Near threshold it starts as $\int\frac{10}3\beta^4d\beta/\int2\beta^2d\beta=\beta^2$. More than three quarters of each constant is collected below $2\times10^6$ eV.

With $\hbar c/8\pi=78.514$ eV Å and the integrals quoted at the start,

$$c_1=78.514\times8.49221\times10^{-22}=6.67\times10^{-20}\ \text{Å}^3/\text{eV},$$
$$c_2=78.514\times1.48614\times10^{-21}=1.17\times10^{-19}\ \text{Å}^3/\text{eV}.$$

In atomic units $1/90c^7=1.224\times10^{-17}$ and $7/360c^7=2.143\times10^{-17}$ bohr$^3$/hartree, and one bohr$^3$/hartree is $0.52917721^3/27.211386=5.446\times10^{-3}$ Å$^3$/eV.

These are the order-$\alpha^2$ values for electrons alone. A muon loop adds the same expressions with $M^{-4}$ replaced, a relative change of $(m/m_\mu)^4=5.5\times10^{-10}$. Higher orders in $\alpha$ are not computed here. The next order includes one Coulomb exchange within the pair, a relative correction of order $\alpha/\beta$ near threshold; the positronium poles just below $4M^2$ appear at no finite order, only when such exchanges are summed to all orders. At order $\alpha^4$ the two-photon intermediate state opens a cut at $s=0$, where property (c) fails. The light-by-light cross section falls as $s^3$ at small $s$, so $\int\sigma\,ds/s^2$ still converges there and this cut leaves $f/s^2$ finite at the origin, but it adds a term of the type $s^2\ln s$, and $f/s^2$ is no longer analytic at that point.
